# Nosé–Hoover chain masses from the mean-square frequency of each thermostat variable

## Definitions and conventions

The physical system has $N_f$ Cartesian degrees of freedom with coordinates $q_i$, momenta $p_i$, masses $m_i$ and forces $F_i=-\partial U/\partial q_i$. In first-principles dynamics $U$ is the Born–Oppenheimer energy of the nuclei. The kinetic energy is $K=\sum_i p_i^2/2m_i$, $H=K+U$, and $kT$ is Boltzmann's constant times the target temperature.

A Nosé–Hoover chain of length $M$ adds friction variables $\zeta_1,\dots,\zeta_M$ (dimension 1/time) with masses $Q_j>0$ (dimension energy × time²). With $\zeta_{M+1}\equiv 0$ the equations of motion are

$$\dot q_i=\frac{p_i}{m_i},\qquad \dot p_i=F_i-\zeta_1p_i,\qquad \dot\zeta_j=\frac{G_j}{Q_j}-\zeta_j\zeta_{j+1}. \tag{1}$$

Define

$$T_0=2K,\qquad T_j=Q_j\zeta_j^2,\qquad g_1=N_f,\qquad g_j=1\ (j>1),\qquad G_j=T_{j-1}-g_jkT .$$

Link $j$ responds to the excess of $T_{j-1}$, twice the kinetic energy of what it controls, over the equipartition value, and is itself damped by link $j+1$. A term containing $1/Q_{M+1}$ is read as zero throughout.

A chain variable is driven by fluctuating quantities and has no single frequency, so "the frequency of link $j$" needs a definition. Let $\langle\cdot\rangle$ be the average over

$$\rho\propto e^{-E/kT},\qquad E=H+\tfrac12\sum_{j=1}^MQ_j\zeta_j^2, \tag{2}$$

and define the mean-square angular frequency

$$\Omega_j^2=\frac{\langle\dot\zeta_j^2\rangle}{\langle\zeta_j^2\rangle}. \tag{3}$$

For a pure oscillation $\cos\omega t$ the same ratio of time averages is $\omega^2$.

Assumptions. (A1) $U$ is smooth and does not depend on momenta, $e^{-U/kT}$ is normalizable, and $\langle|F_i|\rangle$ is finite. (A2) $g_1$ equals the number of momenta on which the friction acts. For $N$ atoms in a periodic cell without external forces, the total momentum obeys $\dot{\mathbf P}=-\zeta_1\mathbf P$, so $\mathbf P=0$ is preserved. An orthogonal rotation of the mass-weighted momenta $p_i/\sqrt{m_i}$ isolates the three components along $\mathbf P$; the other $3N-3$ obey (1) with unit mass, and $N_f=3N-3$. (A3) Ergodicity is not needed for averages over (2). It is needed to read them as time averages along one trajectory.

## The theorem

**Theorem.** Under (A1) and (A2):

(a) For every potential $U$,
$$\Omega_j^2=\frac{2g_jkT}{Q_j}+\frac{kT}{Q_{j+1}}. \tag{4}$$

(b) The condition $\Omega_j=\Omega$ for all $j$ has the unique solution
$$\frac{g_jkT}{Q_j}=\Omega^2\left[\frac13+\frac16\left(-\frac12\right)^{M-j}\right]. \tag{5}$$

(c) With $\tau=\sqrt3/\Omega$, the masses (5) approach
$$Q_1=N_f\,kT\,\tau^2,\qquad Q_j=kT\,\tau^2\quad(j>1) \tag{6}$$
as $M-j$ grows, and their ratio to (6) lies between $2/3$ and $4/3$ for every link. The masses (6) give $\Omega_j=\sqrt3/\tau$ for $j<M$ and $\Omega_M=\sqrt2/\tau$.

The time $\tau$ in (6) is therefore neither a period nor $1/\Omega_j$: the period $2\pi/\Omega_j$ is $3.628\,\tau$ for $j<M$ and $4.443\,\tau$ for the last link.

## Lemma 1: the stationary density

**Lemma 1.** The density (2) is stationary under (1). In it the $p_i$ and $\zeta_j$ are independent Gaussians of zero mean, independent of $q$, and
$$\langle\zeta_j^2\rangle=\frac{kT}{Q_j},\quad\langle\zeta_j^4\rangle=3\left(\frac{kT}{Q_j}\right)^2,\quad\langle T_{j-1}\rangle=g_jkT,\quad\langle G_j^2\rangle=2g_j(kT)^2. \tag{7}$$

*Proof.* Let $f$ be the vector field (1). Probability conservation reads $\partial_t\rho=-\nabla\cdot(\rho f)=-\rho\,\nabla\cdot f-f\cdot\nabla\rho$. For (2), $f\cdot\nabla\rho=-\rho\dot E/kT$, with $\dot E=f\cdot\nabla E$ the rate of change along the flow. Stationarity is thus the condition $\nabla\cdot f=\dot E/kT$.

The divergence has three parts. First, $\partial\dot q_i/\partial q_i=0$. Second, $\partial\dot p_i/\partial p_i=-\zeta_1$ for each of the $N_f$ momenta. Third, $\partial\dot\zeta_j/\partial\zeta_j=-\zeta_{j+1}$, because $G_j$ does not contain $\zeta_j$. Hence $\nabla\cdot f=-N_f\zeta_1-\sum_{j=2}^M\zeta_j$.

For the energy,
$$\dot H=\sum_i\frac{p_i}{m_i}(F_i-\zeta_1p_i)-\sum_iF_i\frac{p_i}{m_i}=-\zeta_1T_0,$$
$$\frac{d}{dt}\tfrac12Q_j\zeta_j^2=Q_j\zeta_j\dot\zeta_j=\zeta_jT_{j-1}-g_jkT\zeta_j-\zeta_{j+1}T_j .$$
In the sum over $j$, the term $-\zeta_{j+1}T_j$ cancels the first term of link $j+1$, the term $\zeta_1T_0$ cancels $\dot H$, and $\zeta_{M+1}T_M=0$. What remains is $\dot E=-kT\sum_jg_j\zeta_j$, which equals $kT\,\nabla\cdot f$ when $g_1=N_f$.

Since $E$ is $U(q)$ plus a sum of squares, $\rho$ factorizes into $e^{-U/kT}$ and Gaussians with variances $m_ikT$ and $kT/Q_j$. For a unit Gaussian $x$, writing $xe^{-x^2/2}=-(e^{-x^2/2})'$ and integrating by parts gives $\langle x^{n}\rangle=(n-1)\langle x^{n-2}\rangle$, so $\langle x^2\rangle=1$ and $\langle x^4\rangle=3$. This gives the first two entries of (7). The ratio $T_{j-1}/kT$ is a sum of $g_j$ independent squares $x^2$, each with mean $1$ and variance $3-1=2$. Means and variances of independent terms add, which gives the last two entries. ∎

*Remark.* If $g_1\neq N_f$, the difference $\nabla\cdot f-\dot E/kT=(g_1-N_f)\zeta_1$ does not vanish, (2) is not stationary, and the proofs below lose their basis.

## Lemma 2: the averaged oscillator equation

**Lemma 2.** The average of $\ddot\zeta_j$ over all variables except $\zeta_j$ is
$$\langle\ddot\zeta_j\,|\,\zeta_j\rangle=-\left[\frac{2g_jkT}{Q_j}-\frac{2kT}{Q_{j+1}}\right]\zeta_j-\frac{Q_j}{Q_{j+1}}\zeta_j^3. \tag{8}$$

*Proof.* Differentiating the last equation of (1), with $\dot G_j=\dot T_{j-1}$,
$$\ddot\zeta_j=\frac{\dot T_{j-1}}{Q_j}-\dot\zeta_j\zeta_{j+1}-\zeta_j\dot\zeta_{j+1}. \tag{9}$$

First term. For $j=1$, $\dot T_0=2\sum_i(p_i/m_i)(F_i-\zeta_1p_i)=2R_0-2\zeta_1T_0$ with $R_0=\sum_iF_ip_i/m_i$. For $j>1$, $\dot T_{j-1}=2Q_{j-1}\zeta_{j-1}\dot\zeta_{j-1}=2R_{j-1}-2\zeta_jT_{j-1}$ with $R_{j-1}=\zeta_{j-1}G_{j-1}$. $R_0$ is odd in the momenta, and $R_{j-1}$ is odd in $\zeta_{j-1}$ because $G_{j-1}$ does not contain that variable, so both average to zero. By (7) the first term averages to $-2g_jkT\zeta_j/Q_j$.

Second term, for $j<M$:
$$-\dot\zeta_j\zeta_{j+1}=-\frac{G_j\zeta_{j+1}}{Q_j}+\zeta_j\zeta_{j+1}^2 .$$
The first piece is odd in $\zeta_{j+1}$ and drops; the second averages to $+kT\zeta_j/Q_{j+1}$.

Third term, for $j<M$, with $G_{j+1}=Q_j\zeta_j^2-kT$:
$$-\zeta_j\dot\zeta_{j+1}=-\frac{Q_j\zeta_j^3}{Q_{j+1}}+\frac{kT\zeta_j}{Q_{j+1}}+\zeta_j\zeta_{j+1}\zeta_{j+2}.$$
The last piece is odd in $\zeta_{j+1}$ and drops. The two contributions $+kT\zeta_j/Q_{j+1}$ add to $2kT\zeta_j/Q_{j+1}$, which gives (8). For $j=M$ the second and third terms of (9) are absent. ∎

*Remark.* The main restoring term has a direct meaning. Positive $\zeta_j$ drains $T_{j-1}$ at the rate $2\zeta_jT_{j-1}$, the factor 2 arising because $T_{j-1}$ is quadratic in the damped variable, and the deficit drives $\zeta_j$ back down. For an interior link with the masses (6) the linear coefficient is $2/\tau^2-2/\tau^2=0$, for $j=1$ as well as $j>1$. A small-amplitude linearization of (8) then gives no restoring force, and the cubic term supplies all of it. The frequency has to be taken at the thermal amplitude.

## Lemma 3: linearization at the thermal amplitude

**Lemma 3.** The linear function $-\lambda\zeta_j$ closest to (8) in mean square over $\rho$ has $\lambda=\Omega_j^2$ as defined by (3), and its value is (4).

*Proof.* Write $\phi(\zeta_j)$ for the right side of (8). Setting the $\lambda$-derivative of $\langle(\phi+\lambda\zeta_j)^2\rangle$ to zero gives $\lambda=-\langle\zeta_j\phi\rangle/\langle\zeta_j^2\rangle$. The linear term of $\phi$ contributes its coefficient. The cubic term contributes, by (7),
$$\frac{Q_j}{Q_{j+1}}\frac{\langle\zeta_j^4\rangle}{\langle\zeta_j^2\rangle}=\frac{Q_j}{Q_{j+1}}\cdot\frac{3kT}{Q_j}=\frac{3kT}{Q_{j+1}} .$$
The sum is
$$\lambda=\frac{2g_jkT}{Q_j}-\frac{2kT}{Q_{j+1}}+\frac{3kT}{Q_{j+1}}=\frac{2g_jkT}{Q_j}+\frac{kT}{Q_{j+1}} .$$

Averaging first over the other variables and then over $\zeta_j$ is the full average, so $\langle\zeta_j\phi\rangle=\langle\zeta_j\ddot\zeta_j\rangle$. In a stationary density the average of a total time derivative vanishes: $0=\langle d(\zeta_j\dot\zeta_j)/dt\rangle=\langle\dot\zeta_j^2\rangle+\langle\zeta_j\ddot\zeta_j\rangle$. Hence $\lambda=\langle\dot\zeta_j^2\rangle/\langle\zeta_j^2\rangle=\Omega_j^2$.

The same value follows from squaring (1). The cross term $-2G_j\zeta_j\zeta_{j+1}/Q_j$ is odd in $\zeta_j$, so
$$\langle\dot\zeta_j^2\rangle=\frac{\langle G_j^2\rangle}{Q_j^2}+\langle\zeta_j^2\rangle\langle\zeta_{j+1}^2\rangle=\frac{2g_j(kT)^2}{Q_j^2}+\frac{(kT)^2}{Q_jQ_{j+1}},$$
and division by $kT/Q_j$ gives (4). ∎

The replacement $\zeta^3\to3kT\zeta/Q_j$ approximates the function (8), but it introduces no error in $\Omega_j^2$. This proves part (a). The potential does not appear in (4) because $\dot\zeta_j$ does not depend on $q$ and $\rho$ factorizes.

*Remark: what $\Omega_j$ controls.* Let $C_j(t)=\langle\zeta_j(0)\zeta_j(t)\rangle/\langle\zeta_j^2\rangle$. Stationarity makes it depend on the time difference alone, and therefore makes it even. It is positive definite, since $\sum_{ab}c_ac_bC_j(t_a-t_b)$ is proportional to $\langle(\sum_ac_a\zeta_j(t_a))^2\rangle\ge0$. By Bochner's theorem $C_j(t)=\int_0^\infty\cos\omega t\,d\mu_j(\omega)$ with a probability measure $\mu_j$, the normalized spectrum. Two derivatives at $t=0$ give
$$\int\omega^2d\mu_j=-C_j''(0)=-\frac{\langle\zeta_j\ddot\zeta_j\rangle}{\langle\zeta_j^2\rangle}=\Omega_j^2 .$$
So $\Omega_j^2$ is the second moment of the spectrum. Two bounds follow. From $\cos x\ge1-x^2/2$, $C_j(t)\ge1-\Omega_j^2t^2/2$, so $C_j$ cannot vanish before $t=\sqrt2/\Omega_j$. From $\Omega_j^2\ge\int_{s\Omega_j}^\infty\omega^2d\mu_j\ge s^2\Omega_j^2\,\mu_j(\omega\ge s\Omega_j)$, at most a fraction $1/s^2$ of the weight lies above $s\Omega_j$. Neither bound puts a peak at $\Omega_j$: most of the weight may lie below it, balanced by a small weight far above.

## Proof of parts (b) and (c)

Set $x_j=g_jkT/Q_j$. Since $g_{j+1}=1$, the second term of (4) is $x_{j+1}$, and the conditions $\Omega_j=\Omega$ become
$$2x_j+x_{j+1}=\Omega^2\quad(j<M),\qquad2x_M=\Omega^2 .$$
The last equation fixes $x_M$ and each earlier one fixes $x_j$ from $x_{j+1}$, so the solution is unique. Put $x_j=\Omega^2/3+d_j$. Because $2\cdot\frac13+\frac13=1$, the recursion becomes $2d_j+d_{j+1}=0$, that is $d_j=-d_{j+1}/2$, with $d_M=\Omega^2(\frac12-\frac13)=\Omega^2/6$. Applying the recursion $M-j$ times gives $d_j=(\Omega^2/6)(-1/2)^{M-j}$, which is (5). For $M=4$, $x_j/\Omega^2=0.3125,\ 0.375,\ 0.25,\ 0.5$.

The masses (6) correspond to $x_j=1/\tau^2=\Omega^2/3$, the fixed point $d=0$. Since $Q_j\propto1/x_j$,
$$\frac{Q_j^{\text{matched}}}{g_jkT\tau^2}=\frac{1}{1+\frac12(-\frac12)^{M-j}} .$$
The denominator is largest at $j=M$, where it is $3/2$, and smallest at $j=M-1$, where it is $3/4$, so the ratio lies in $[2/3,4/3]$. The deviation of the denominator from 1 halves with each step away from the end. Inserting $x_j=1/\tau^2$ in (4) gives $\Omega_j^2=(2+1)/\tau^2$ for $j<M$ and $\Omega_M^2=2/\tau^2$. ∎

*Remark: the place of $N_f$.* $G_1$ sums $N_f$ squared Gaussians and every other $G_j$ contains one, so $N_f$ enters $Q_1$ and no other mass. With $Q_1=kT\tau^2$ and $M>1$, (4) gives $\Omega_1^2=(2N_f+1)/\tau^2$, a frequency that grows with system size. With (6), the amplitudes from (7) are $\langle\zeta_1^2\rangle^{1/2}=1/(\sqrt{N_f}\,\tau)$ and $\langle\zeta_j^2\rangle^{1/2}=1/\tau$ for $j>1$: the friction felt by the atoms weakens as $N_f^{-1/2}$ while its root-mean-square frequency $\Omega_1$ stays fixed.

## A solvable case: where the lines lie

**Proposition.** Take $M=1$, $Q_1=N_fkT\tau^2$ and $N_f\ge2$ harmonic oscillators of equal frequency $\omega_0>0$, $F_i=-m_i\omega_0^2q_i$. Small oscillations of $\zeta$ about equipartition have squared frequencies $W_\pm$ that solve
$$W^2-\left(4\omega_0^2+\frac2{\tau^2}\right)W+\frac{4\omega_0^2}{\tau^2}=0,\qquad W_\pm\tau^2=2w^2+1\pm\sqrt{4w^4+1}, \tag{10}$$
with $w=\omega_0\tau$, and $W_-<1/\tau^2<2/\tau^2<W_+$.

*Proof.* Let $A=\sum p_i^2/m_i$, $B=\sum m_i\omega_0^2q_i^2$, $D=\sum\omega_0q_ip_i$ and $A_0=N_fkT$. From (1),
$$\dot A=\sum\frac{2p_i}{m_i}(-m_i\omega_0^2q_i-\zeta p_i)=-2\omega_0D-2\zeta A,\qquad\dot B=\sum2\omega_0^2q_ip_i=2\omega_0D,$$
$$\dot D=\omega_0\sum\left[\frac{p_i^2}{m_i}-m_i\omega_0^2q_i^2-\zeta q_ip_i\right]=\omega_0(A-B)-\zeta D,\qquad Q_1\dot\zeta=A-A_0 .$$
The set is closed and has the fixed point $A=B=A_0$, $D=\zeta=0$. One oscillator has $D^2=AB$ and cannot reach it, which is why $N_f\ge2$. With $a=A-A_0$, $b=B-A_0$, and products of small quantities dropped,
$$\dot a=-2\omega_0D-2A_0\zeta,\qquad\dot b=2\omega_0D,\qquad\dot D=\omega_0(a-b),\qquad\dot\zeta=a/Q_1 .$$
Differentiating the first two and using $A_0/Q_1=1/\tau^2$,
$$\ddot a=-2\omega_0^2(a-b)-\frac{2a}{\tau^2},\qquad\ddot b=2\omega_0^2(a-b).$$
For $a,b\propto\cos\sqrt W t$ these become $(2\omega_0^2+2/\tau^2-W)\,a=2\omega_0^2b$ and $(2\omega_0^2-W)\,b=2\omega_0^2a$. A nonzero solution needs a vanishing determinant:
$$(2\omega_0^2-W)^2+\frac2{\tau^2}(2\omega_0^2-W)-4\omega_0^4=0 .$$
Expanding the square, $4\omega_0^4$ cancels and the quadratic in (10) remains. In units of $1/\tau^2$ its roots are $2w^2+1\pm\sqrt{(2w^2+1)^2-4w^2}$, and the radicand is $4w^4+1$. Since $\zeta=-(\dot a+\dot b)/2A_0$, $\zeta$ carries the same two frequencies. The quadratic $P(y)=y^2-(4w^2+2)y+4w^2$ has $P(1)=-1$ and $P(2)=-4w^2$, both negative, so $y=1$ and $y=2$ lie between the roots. ∎

Limits. For $w\ll1$, $\sqrt{4w^4+1}\simeq1+2w^4$, so $W_+\tau^2\simeq2+2w^2$ and $W_-\tau^2\simeq2w^2-2w^4$. For free particles, $\ddot a=-2a/\tau^2$ is a single oscillation at $\Omega_M=\sqrt2/\tau$. For $w\gg1$, $\sqrt{4w^4+1}\simeq2w^2+1/(4w^2)$, so $W_-\tau^2\simeq1-1/(4w^2)$ and $W_+\simeq4\omega_0^2+1/\tau^2$. The slow line then tends to $1/\tau$. The reason is visible in the equations: for motion slow compared with $\omega_0$, $\ddot b=2\omega_0^2(a-b)$ forces $a\simeq b$, so the energy removed is shared equally between kinetic and potential parts, and the sum $\ddot a+\ddot b=-2a/\tau^2$ becomes $\ddot a=-a/\tau^2$. The fast line near $2\omega_0$ is the exchange between kinetic and potential energy, at twice $\omega_0$ because both are quadratic.

In the ensemble (2), $a/A_0$ has standard deviation $\sqrt{2/N_f}$ by (7), so at any fixed time $t$ the linearization describes thermal fluctuations to leading order in $N_f^{-1/2}$. For a given $N_f$ the neglected terms can accumulate, and the result below should not be used at long times. At leading order $C(t)$ obeys the linear equations and is even, so $C=u_-\cos\sqrt{W_-}t+u_+\cos\sqrt{W_+}t$. The conditions $u_-+u_+=1$ and $u_-W_-+u_+W_+=2/\tau^2$ give $u_+=(2/\tau^2-W_-)/(W_+-W_-)$, which tends to $1/(4w^2)$ for $w\gg1$. Almost all the weight is at $1/\tau$, yet $u_+W_+\to1/\tau^2$: the weak fast line supplies half of $\Omega^2$. For $w\ll1$ the same formula gives $u_+\simeq1-w^2$, so almost all the weight is then in the upper line, near $\sqrt2/\tau$. As the system stiffens, the weight passes from the upper line to the lower one, with equal shares where $W_++W_-=4/\tau^2$, that is at $w=1/\sqrt2$. No line crosses the gap between $1/\tau$ and $\sqrt2/\tau$, and $\Omega$, an average over (2), stays at $\sqrt2/\tau$ throughout. A single trajectory need not show this value: in the linear regime it keeps the shares of the two lines set by its initial conditions, so its own time-averaged ratio (3) can lie anywhere from $W_-$ to $W_+$. This is a case where the ergodicity mentioned in (A3) is missing.

Integration of the full equations (1) for six oscillators (adaptive eighth-order Runge–Kutta, relative displacement of order $10^{-5}$ from the fixed point, frequencies from a least-squares two-cosine recurrence fitted to sampled $\zeta$) gives $W_\pm\tau^2=0.0768$ and $2.0832$ at $w=0.2$, $0.7639$ and $5.2361$ at $w=1$, and $0.9900$ and $101.01$ at $w=5$, the values of (10) to the digits shown. Free particles give $2.00000$ from a one-cosine fit.

## A chain on an anharmonic system

Take $m=kT=\tau=1$, $N_f=3$, $M=4$ and
$$U=\sum_{i=1}^3\left(\tfrac12k_iq_i^2+\tfrac14q_i^4\right)+\sum_{i=1}^2\left(\tfrac12q_i^2q_{i+1}^2-0.3\,q_iq_{i+1}\right),\qquad k=(1.0,\,1.7,\,2.6).$$
For each set of masses, 1200 trajectories were started away from (2), with $q_i$ uniform in $[-1,1]$, momenta drawn at twice the target temperature and $\zeta_j=0$. They were integrated by fourth-order Runge–Kutta with step $0.025\,\tau$; the first $25\,\tau$ were discarded and the next $60\,\tau$ averaged. $\dot\zeta_j$ was the forward difference over one step, and standard errors came from 20 groups of trajectories. The matched masses are (5) with $\Omega^2\tau^2=3$, namely $Q/(kT\tau^2)=3.2,\ 0.8889,\ 1.3333,\ 0.6667$.

| masses | $(\Omega_j\tau)^2$ from (4) | measured |
|---|---|---|
| standard (6) | 3, 3, 3, 2 | 3.006, 2.995, 3.012, 2.003 |
| matched (5) | 3, 3, 3, 3 | 3.048, 3.006, 2.995, 3.002 |
| all $Q_j=kT\tau^2$ | 7, 3, 3, 2 | 6.991, 3.000, 3.009, 1.991 |

Standard errors are $0.015$ to $0.029$ for $j\le3$ and $0.005$ to $0.007$ for $j=4$, and $Q_j\langle\zeta_j^2\rangle/kT$ lies between $0.995$ and $1.01$. The largest deviation is the matched $j=1$ entry, $0.048$ above 3 with standard error $0.019$. The forward difference cannot cause it: for stationary data it replaces $\omega^2$ by $4\sin^2(\omega h/2)/h^2\le\omega^2$, with $h$ the step, and so lowers the estimate. These data do not decide between a sampling fluctuation and incomplete relaxation.

The autocorrelation functions for the standard masses (600 trajectories, lags up to $4\tau$ in steps of $0.1\,\tau$) show how far the links are from pure oscillators, for which $C=-1$ at $t=\pi/\Omega$. The lowest values in the window are about $-0.61$, $-0.32$, $-0.12$, $-0.24$, at $t/\tau=2.7$, $3.9$, $2.1$, $2.6$ (sampling uncertainty about $0.01$ in depth and one lag step in position), whereas $\pi/(\Omega_j\tau)=1.81$, $1.81$, $1.81$, $2.22$. All four come later than $\pi/\Omega_j$, and the one for $j=2$ lies close to the edge of the window. The sharing of energy with the potential, described in the Proposition for $M=1$ and equal harmonic frequencies, may contribute to the delay for $j=1$. It is not the whole cause: the thermostat equations are nonlinear at the thermal amplitude, and with the forces switched off the minimum for $j=1$ moves to about $2.2\,\tau$, earlier than $2.7\,\tau$ but still later than $1.81\,\tau$.

## Worked example

Take round model parameters: $N=64$ atoms with $\mathbf P=0$, so $N_f=3\cdot64-3=189$; $T=300$ K; $\tau=20$ fs; $M=4$. Then $kT=9.5004\times10^{-4}$ hartree, and with the atomic unit of time $0.0241888$ fs, $\tau=20/0.0241888=826.83$ a.u. The masses (6), in hartree × (a.u. of time)², are
$$Q_{2,3,4}=9.5004\times10^{-4}\times826.83^2=649.49,\qquad Q_1=189\times649.49=1.2275\times10^5,$$
or $10.34$ and $1954$ eV fs².

With $1/\tau=0.0500$ rad/fs, which corresponds to the wavenumber $1/(2\pi c\tau)=265.4$ cm⁻¹,
$$\Omega_{1,2,3}=\sqrt3\times0.0500=0.0866\ \text{rad/fs},\qquad\Omega_4=\sqrt2\times0.0500=0.0707\ \text{rad/fs},$$
that is $459.8$ and $375.4$ cm⁻¹. The periods are $3.628\times20=72.6$ fs and $4.443\times20=88.9$ fs, shorter than $2\pi\tau=125.7$ fs. The variance entering $\Omega_1$ is $\langle G_1^2\rangle/(kT)^2=2\times189=378$. The root-mean-square frictions are $0.0500/\sqrt{189}=0.00364$ fs⁻¹ for $\zeta_1$ and $0.0500$ fs⁻¹ for the others.

To put all four links at $0.0866$ rad/fs, the masses are multiplied by $1/[1+\frac12(-\frac12)^{4-j}]=1.0667$, $0.8889$, $1.3333$, $0.6667$, giving $1.3094\times10^5$, $577.3$, $866.0$ and $433.0$ in the same atomic units. Leaving $N_f$ out of $Q_1$ gives $\Omega_1\tau=\sqrt{2\cdot189+1}=19.47$, or $\Omega_1=0.973$ rad/fs, a much larger change than any of these matching factors.

For a single thermostat with the same $\tau$ acting on equal oscillators of wavenumber $500$ cm⁻¹, $w=500/265.4=1.884$, and (10) gives $W_-\tau^2=0.9299$ and $W_+\tau^2=15.263$. The lines are at $\sqrt{0.9299}\times265.4\approx256$ cm⁻¹ and $\sqrt{15.263}\times265.4\approx1037$ cm⁻¹. The root-mean-square value over the ensemble (2) for $M=1$, $\sqrt2\times265.4=375.4$ cm⁻¹, falls between them and coincides with neither.

Numbers in the example were calculated in double precision.
